# Critical strength of a single-site trap on a simple cubic lattice: verification in Python

```python
"""
Result under test: on a simple cubic lattice with hopping -t and one site
shifted by U, a bound state outside the band [-6t, 6t] exists only if
|U| > Uc = 1/g(0), about 3.96 t.
g(depth) = Brillouin-zone average of 1/(depth + 6t - 2t*(cos kx+cos ky+cos kz)).
depth = distance of the bound level from the nearest band edge.
bond = ratio of the six defect bonds to the host hopping (1 = unchanged).
Lattice energies are in units of t; the material example uses eV and nm.
"""
import numpy as np
import scipy.sparse as sp
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.sparse.linalg import eigsh
from scipy.special import i0e


def green(depth):
    """g(depth) from the Bessel-function integral, with s = x**2."""
    def integrand(x):
        return 2 * x * np.exp(-depth * x * x) * i0e(2 * x * x) ** 3
    return quad(integrand, 0, np.inf, limit=400, epsabs=1e-11, epsrel=1e-10)[0]


def green_slope(depth):
    """-dg/d(depth), for depth > 0."""
    def integrand(x):
        return 2 * x**3 * np.exp(-depth * x * x) * i0e(2 * x * x) ** 3
    return quad(integrand, 0, np.inf, limit=400, epsabs=1e-10, epsrel=1e-9)[0]


def bound_depth(strength, bond=1.0):
    """Level depth for |U| = strength, assumed above threshold."""
    def mismatch(depth):
        edge = 6 + depth
        return strength - edge + bond**2 * (edge - 1 / green(depth))
    return brentq(mismatch, 0.0, strength, xtol=1e-13)


def zone_average(depth, mesh):
    """Direct k-space average on a mesh that avoids k = 0."""
    c = 2 * np.cos(2 * np.pi * (np.arange(mesh) + 0.5) / mesh)
    total = c[:, None, None] + c[None, :, None] + c[None, None, :]
    return np.mean(1 / (depth + 6 - total))


def box_hamiltonian(wall, shift, bond=1.0):
    """Mirror-even states of a cube with hard walls 'wall' sites from the defect."""
    hop = -np.ones(wall - 1)
    hop[0] = -np.sqrt(2)      # site 0 to the even pair (+1, -1)
    line = sp.diags([hop, hop], [-1, 1])
    one = sp.identity(wall)
    h = (sp.kron(sp.kron(line, one), one) + sp.kron(sp.kron(one, line), one)
         + sp.kron(sp.kron(one, one), line)).tolil()
    for j in (1, wall, wall * wall):
        h[0, j] = h[0, j] * bond
        h[j, 0] = h[j, 0] * bond
    h[0, 0] = shift
    return h.tocsr()


def box_state(wall, shift, bond=1.0, which="SA"):
    h = box_hamiltonian(wall, shift, bond)
    values, vectors = eigsh(h, k=1, which=which, ncv=40, tol=1e-12,
                            v0=np.ones(h.shape[0]), maxiter=20000)
    return values[0], vectors[:, 0]


def box_threshold(wall, bond=1.0):
    """|U| at which the lowest box level reaches the infinite-lattice edge."""
    return brentq(lambda u: box_state(wall, -u, bond)[0] + 6, 2, 8, xtol=1e-9)


# ---- critical strength: integral, zone sum, and diagonalization
g_edge = green(0.0)
u_crit = 1 / g_edge
zone32, zone64 = zone_average(0, 32), zone_average(0, 64)
g_zone = 2 * zone64 - zone32          # removes the 1/mesh error
assert abs(g_zone - g_edge) < 1e-5
assert abs(zone_average(1.0, 64) - green(1.0)) < 1e-8
assert abs(u_crit - 3.96) < 0.005

walls = (8, 12, 16)
u_box = {w: box_threshold(w) for w in walls}
u_extrap = 1 / (2 / u_box[16] - 1 / u_box[8])
u_extrap_b = 1 / ((16 / u_box[16] - 12 / u_box[12]) / 4)
assert u_box[8] > u_box[12] > u_box[16] > u_crit
assert abs(u_extrap - u_crit) < 1e-3 and abs(u_extrap_b - u_crit) < 1e-3
e_weak = box_state(16, -3.9)[0]
e_strong = box_state(16, -4.1)[0]
assert e_weak > -6 > e_strong

# ---- behaviour just above threshold
near = 1.001 * u_crit
near_depth = bound_depth(near)
near_law = (4 * np.pi * (g_edge - 1 / near)) ** 2
near_weight = green(near_depth) ** 2 / green_slope(near_depth)
near_weight_law = 8 * np.pi * np.sqrt(near_depth) * g_edge**2
assert abs(near_law / near_depth - 1) < 0.01
assert abs(near_weight / near_weight_law - 1) < 0.02

# ---- material example
t_ev, a_nm = 0.8, 0.31
shallow_ev, deep_ev = 3.0, 5.0
temperature, field_mvcm, attempt = 378.0, 1.0, 1e13
k_static, k_optical, gap_ev = 3.0, 2.2, 8.0
q, hbar = const.e, const.hbar
a_m = a_nm * 1e-9
mass = hbar**2 / (2 * t_ev * q * a_m**2)

u_deep, u_shallow = deep_ev / t_ev, shallow_ev / t_ev
depth = bound_depth(u_deep)
depth_ev = depth * t_ev
weight = green(depth) ** 2 / green_slope(depth)
kappa = np.arccosh(1 + depth / 2)     # decay per site along a cube axis
law_ev = t_ev * (4 * np.pi * (g_edge - 1 / u_deep)) ** 2

level_box, vector = box_state(16, -u_deep)
assert abs(level_box + 6 + depth) < 1e-6
assert abs(vector[0] ** 2 - weight) < 1e-6
m = 8
kappa_box = np.log(abs(m * vector[m] / ((m + 1) * vector[m + 1])))
assert abs(kappa_box - kappa) < 0.03
top_box = box_state(16, u_deep, which="LA")[0]
assert abs(top_box + level_box) < 1e-8
shallow_box = box_state(16, -u_shallow)[0]
assert u_shallow < u_crit and shallow_box > -6

# ---- changed bonds around the defect
bonds = (0.9, 1.1)
bond_crit = {b: 6 - b**2 * (6 - u_crit) for b in bonds}
bond_depth = {b: bound_depth(u_deep, b) for b in bonds}
for b in bonds:
    from_box = 6 - b**2 * (6 - u_box[12])
    assert abs(box_threshold(12, b) - from_box) < 1e-6
    assert abs(box_state(16, -u_deep, b)[0] + 6 + bond_depth[b]) < 1e-6


# ---- emission by heat and by field
def tunnel_exponent(energy_ev, field_vm):
    """Lattice WKB exponent through a triangular barrier along a cube axis."""
    area = quad(lambda e: np.arccosh(1 + e / (2 * t_ev)), 0, energy_ev)[0]
    return 2 * area / (field_vm * a_m)


def parabolic_exponent(energy_ev, field_vm):
    return (4 * np.sqrt(2 * mass) * (energy_ev * q) ** 1.5
            / (3 * hbar * q * field_vm))


field_vm = field_mvcm * 1e8
small = 1e-3 * t_ev
assert abs(tunnel_exponent(small, field_vm)
           / parabolic_exponent(small, field_vm) - 1) < 1e-3
kt_ev = const.k * temperature / q
thermal_exponent = depth_ev / kt_ev
wkb = tunnel_exponent(depth_ev, field_vm)
thermal_time = np.exp(thermal_exponent) / attempt
tunnel_time = np.exp(wkb) / attempt
equal_field = field_mvcm * wkb / thermal_exponent
assert abs(tunnel_exponent(depth_ev, equal_field * 1e8) - thermal_exponent) < 1e-6

# ---- electrostatic scales left out of the short-range model
coulomb_evnm = q / (4 * np.pi * const.epsilon_0) * 1e9
tail_ev = coulomb_evnm / (k_static * a_nm)
cell_radius = a_nm * (3 / (4 * np.pi)) ** (1 / 3)
relax_ev = coulomb_evnm / (2 * cell_radius) * (1 / k_optical - 1 / k_static)

print(f"g(0) from integral: {g_edge:.6f} 1/t")
print(f"g(0) zone sums, mesh 32 and 64: {zone32:.6f}, {zone64:.6f} 1/t")
print(f"g(0) extrapolated zone sum: {g_zone:.6f} 1/t")
print(f"critical |U|: {u_crit:.5f} t")
for w in walls:
    print(f"box threshold, wall at {w} sites: {u_box[w]:.5f} t")
print(f"box threshold extrapolated (8,16): {u_extrap:.5f} t")
print(f"box threshold extrapolated (12,16): {u_extrap_b:.5f} t")
print(f"box 16, U=-3.9t: lowest level minus edge {e_weak + 6:+.5f} t")
print(f"box 16, U=-4.1t: lowest level minus edge {e_strong + 6:+.5f} t")
print(f"0.1% above threshold: depth {near_depth:.4e} t")
print(f"  quadratic law: {near_law:.4e} t")
print(f"  defect-site weight: {near_weight:.5f}")
print(f"  weight law: {near_weight_law:.5f}")
print(f"input hopping: {t_ev:.2f} eV")
print(f"input site spacing: {a_nm:.2f} nm")
print(f"band-edge mass: {mass / const.m_e:.3f} free-electron masses")
print(f"band width: {12 * t_ev:.2f} eV")
print(f"critical |U| in example: {u_crit * t_ev:.3f} eV")
print(f"weak site shift: {-shallow_ev:.2f} eV = {-u_shallow:.3f} t")
print(f"  box 16 level minus edge: {(shallow_box + 6) * t_ev:+.4f} eV")
print(f"strong site shift: {-deep_ev:.2f} eV = {-u_deep:.3f} t")
print(f"  trap depth: {depth:.5f} t = {depth_ev:.4f} eV")
print(f"  depth from box 16: {-(level_box + 6) * t_ev:.4f} eV")
print(f"  depth from quadratic law: {law_ev:.4f} eV")
print(f"  defect-site weight: {weight:.4f}")
print(f"  amplitude decay length on axis: {a_nm / kappa:.3f} nm")
for b in bonds:
    print(f"bond ratio {b:.1f}: critical |U| {bond_crit[b]:.4f} t")
    print(f"  trap depth: {bond_depth[b] * t_ev:.4f} eV")
print(f"input temperature: {temperature:.0f} K")
print(f"thermal energy: {kt_ev:.5f} eV")
print(f"input field: {field_mvcm:.1f} MV/cm")
print(f"field drop per site: {field_vm * a_m:.4f} eV")
print(f"assumed attempt rate: {attempt:.1e} 1/s")
print(f"thermal exponent: {thermal_exponent:.2f}")
print(f"thermal emission time: {thermal_time:.2e} s")
print(f"tunnelling exponent: {wkb:.2f}")
print(f"tunnelling time: {tunnel_time:.2e} s")
print(f"field where both rates match: {equal_field:.2f} MV/cm")
print(f"input static and optical permittivity: {k_static:.1f}, {k_optical:.1f}")
print(f"Coulomb tail one site from charged centre: {tail_ev:.3f} eV")
print(f"radius of sphere with cell volume: {cell_radius:.3f} nm")
print(f"lattice polarization energy scale: {relax_ev:.3f} eV")
print(f"input rough band gap: {gap_ev:.1f} eV")
print(f"strong site shift over gap: {deep_ev / gap_ev:.3f}")
print("all good")
```

It prints:

```
g(0) from integral: 0.252731 1/t
g(0) zone sums, mesh 32 and 64: 0.248382, 0.250558 1/t
g(0) extrapolated zone sum: 0.252734 1/t
critical |U|: 3.95678 t
box threshold, wall at 8 sites: 4.09819 t
box threshold, wall at 12 sites: 4.04976 t
box threshold, wall at 16 sites: 4.02606 t
box threshold extrapolated (8,16): 3.95643 t
box threshold extrapolated (12,16): 3.95660 t
box 16, U=-3.9t: lowest level minus edge +0.01144 t
box 16, U=-4.1t: lowest level minus edge -0.01097 t
0.1% above threshold: depth 1.0057e-05 t
  quadratic law: 1.0066e-05 t
  defect-site weight: 0.00508
  weight law: 0.00509
input hopping: 0.80 eV
input site spacing: 0.31 nm
band-edge mass: 0.496 free-electron masses
band width: 9.60 eV
critical |U| in example: 3.165 eV
weak site shift: -3.00 eV = -3.750 t
  box 16 level minus edge: +0.0145 eV
strong site shift: -5.00 eV = -6.250 t
  trap depth: 1.30023 t = 1.0402 eV
  depth from box 16: 1.0402 eV
  depth from quadratic law: 1.0863 eV
  defect-site weight: 0.7968
  amplitude decay length on axis: 0.285 nm
bond ratio 0.9: critical |U| 4.3450 t
  trap depth: 0.9092 eV
bond ratio 1.1: critical |U| 3.5277 t
  trap depth: 1.1767 eV
input temperature: 378 K
thermal energy: 0.03257 eV
input field: 1.0 MV/cm
field drop per site: 0.0310 eV
assumed attempt rate: 1.0e+13 1/s
thermal exponent: 31.93
thermal emission time: 7.39e+00 s
tunnelling exponent: 49.51
tunnelling time: 3.17e+08 s
field where both rates match: 1.55 MV/cm
input static and optical permittivity: 3.0, 2.2
Coulomb tail one site from charged centre: 1.548 eV
radius of sphere with cell volume: 0.192 nm
lattice polarization energy scale: 0.454 eV
input rough band gap: 8.0 eV
strong site shift over gap: 0.625
all good
```
